# The Spin-Orbit Coefficient g−1 from the Bargmann-Michel-Telegdi Equation

## The result

A particle of charge \(q\), mass \(m\) and spin vector \(\mathbf s\) has the magnetic moment
\[
\boldsymbol\mu=\frac{gq}{2m}\,\mathbf s ,
\]
where \(m\) is its own mass; this defines \(g\). When it moves slowly in the static central electric field of a fixed source, with electric potential energy \(V(r)\), the part of its Hamiltonian linear in the spin is, to order \(1/c^2\),
\[
H_{\rm so}=\frac{g-1}{2m^2c^2}\,\frac1r\frac{dV}{dr}\,\mathbf L\cdot\mathbf s . \tag{1}
\]
The same coefficient holds for every spin \(s\ge\tfrac12\). The \(g\) is the Larmor part: the moment feels a magnetic field in its rest frame. The \(-1\) is the Thomas part: the axes of the rest frame turn when the particle's path curves.

Behind (1) stands an equation for the spin in general fields,
\[
\frac{d\mathbf s}{dt}=\boldsymbol\Omega\times\mathbf s,\qquad
\boldsymbol\Omega=-\frac{gq}{2m}\mathbf B+(g-1)\frac{q}{2mc^2}\,\mathbf v\times\mathbf E , \tag{2}
\]
which is derived below in two ways. SI units are used, with metric signature \((+,-,-,-)\).

Here \(\mathbf s\) is the spin in the particle's rest frame, with axes obtained from the laboratory axes by a pure boost. Electric terms are kept to first order in \(v\), magnetic terms to zeroth order. The first dropped terms are of order \(v^3E/c^4\) and \(v^2B/c^2\). If \(cB\) is at most of order \((v/c)E\), they are small beside \(vE/c^2\). They are then also small beside the electric term of (2), unless \(g\) is close to 1 or \(\mathbf v\) is nearly parallel to \(\mathbf E\), where that term itself vanishes. The dropped magnetic terms become comparable with \(vE/c^2\) only when \(cB\) reaches the order of \((c/v)E\).

## First derivation: expanding the covariant equation

Let \(u^\mu=\gamma(c,\mathbf v)\) be the four-velocity and \(S^\mu\) the spin four-vector, which is \((0,\mathbf s)\) in the rest frame, so that \(u_\mu S^\mu=0\). The Lorentz force and the Bargmann-Michel-Telegdi (BMT) equation are
\[
\frac{du^\mu}{d\tau}=\frac qm F^{\mu\nu}u_\nu , \tag{3}
\]
\[
\frac{dS^\mu}{d\tau}=\frac qm\left[\frac g2F^{\mu\nu}S_\nu+\Big(\frac g2-1\Big)\frac{u^\mu}{c^2}\,(SFu)\right],\quad SFu\equiv S_\alpha F^{\alpha\beta}u_\beta . \tag{4}
\]
Forces and torques from field gradients acting on the moment are left out. The second term of (4) keeps \(u\cdot S=0\). Since \(F\) is antisymmetric, \(u_\mu F^{\mu\nu}S_\nu=-SFu\), and with \(u_\mu u^\mu=c^2\),
\[
\frac{d(u\cdot S)}{d\tau}=\frac qm\left[1-\frac g2+\Big(\frac g2-1\Big)\right]SFu=0 .
\]

**Components.** With \(F^{i0}=E_i/c\) and \(F^{ij}=-\epsilon_{ijk}B_k\), the field tensor acts on any four-vector \(A^\mu=(A^0,\mathbf A)\) as
\[
F^{0\nu}A_\nu=\frac{\mathbf E\cdot\mathbf A}{c},\qquad
F^{i\nu}A_\nu=\Big(\frac{A^0\mathbf E}{c}+\mathbf A\times\mathbf B\Big)_i . \tag{5}
\]
Boosting \((0,\mathbf s)\) from the rest frame to the laboratory gives
\[
S^0=\gamma\frac{\mathbf v\cdot\mathbf s}{c},\qquad
\mathbf S=\mathbf s+\frac{\gamma^2}{\gamma+1}\frac{\mathbf v(\mathbf v\cdot\mathbf s)}{c^2}
\simeq\mathbf s+\frac{\mathbf v(\mathbf v\cdot\mathbf s)}{2c^2}. \tag{6}
\]

**Right-hand side.** From (5), the spatial part of \(F^{\mu\nu}S_\nu\) is
\[
\frac{S^0\mathbf E}{c}+\mathbf S\times\mathbf B\simeq\frac{(\mathbf v\cdot\mathbf s)\mathbf E}{c^2}+\mathbf s\times\mathbf B .
\]
The scalar is
\[
SFu=\gamma\left[S^0\frac{\mathbf E\cdot\mathbf v}{c}-\mathbf S\cdot(\mathbf E+\mathbf v\times\mathbf B)\right]\simeq-\mathbf s\cdot\mathbf E .
\]
Its other terms may be dropped because (4) multiplies it by \(\mathbf v/c^2\). Replacing \(\tau\) by \(t\) changes each term by a relative amount of order \(v^2/c^2\). Hence
\[
\frac{d\mathbf S}{dt}=\frac qm\left[\frac g2\,\mathbf s\times\mathbf B+\frac g2\frac{(\mathbf v\cdot\mathbf s)\mathbf E}{c^2}-\Big(\frac g2-1\Big)\frac{\mathbf v(\mathbf s\cdot\mathbf E)}{c^2}\right]. \tag{7}
\]
The two electric coefficients are not equal and opposite for any \(g\), so (7) is not a rotation. There is no reason for it to be one: \(\mathbf S\) is the spatial part of a four-vector seen from the laboratory, and its length depends on the velocity.

**Passing to the rest-frame spin.** By (6), the derivative of \(\mathbf v(\mathbf v\cdot\mathbf s)/2c^2\) must be subtracted. With \(\mathbf a=d\mathbf v/dt\),
\[
\frac{d}{dt}\frac{\mathbf v(\mathbf v\cdot\mathbf s)}{2c^2}
=\frac{\mathbf a(\mathbf v\cdot\mathbf s)+\mathbf v(\mathbf a\cdot\mathbf s)}{2c^2}
+\frac{\mathbf v(\mathbf v\cdot\dot{\mathbf s})}{2c^2}. \tag{8}
\]
The rate \(\dot{\mathbf s}\) is itself of order \(B\) or \(vE/c^2\), so the last term is dropped. The magnetic part of \(\mathbf a\) gives terms of order \(v^2B/c^2\), which are dropped too. This leaves \(\mathbf a=q\mathbf E/m\). The coefficients, in units of \(q/(mc^2)\), become
\[
(\mathbf v\cdot\mathbf s)\mathbf E:\ \ \frac g2-\frac12=\frac{g-1}2,\qquad
\mathbf v(\mathbf s\cdot\mathbf E):\ \ -\Big(\frac g2-1\Big)-\frac12=-\frac{g-1}2 .
\]
They are now equal and opposite. The identity \((\mathbf v\times\mathbf E)\times\mathbf s=\mathbf E(\mathbf v\cdot\mathbf s)-\mathbf v(\mathbf E\cdot\mathbf s)\) then gives
\[
\frac{d\mathbf s}{dt}=\frac{gq}{2m}\,\mathbf s\times\mathbf B+(g-1)\frac{q}{2mc^2}(\mathbf v\times\mathbf E)\times\mathbf s .
\]
Since \(\mathbf s\times\mathbf B=-\mathbf B\times\mathbf s\), this is (2).

**Separating the parts.** The term \(-1\) in the bracket \((g/2-1)\) of (4) can be rewritten with (3), because \((q/m)\,SFu=S_\alpha\,du^\alpha/d\tau\):
\[
\frac{dS^\mu}{d\tau}=\frac{gq}{2m}\left[F^{\mu\nu}S_\nu+\frac{u^\mu}{c^2}SFu\right]-\frac{u^\mu}{c^2}\,S_\alpha\frac{du^\alpha}{d\tau}. \tag{9}
\]
The bracket is the torque on the moment. At low speed it gives
\[
\frac{gq}{2m}\left[\mathbf s\times\mathbf B+\frac{(\mathbf v\cdot\mathbf s)\mathbf E-\mathbf v(\mathbf s\cdot\mathbf E)}{c^2}\right],
\]
a rotation with electric coefficient \(g\). The last term of (9) contains the acceleration but not \(g\). At low speed it is \(+\mathbf v(\mathbf s\cdot\mathbf a)/c^2\), and together with the subtraction of (8) it gives
\[
\frac{\mathbf v(\mathbf s\cdot\mathbf a)-\mathbf a(\mathbf v\cdot\mathbf s)}{2c^2}=\frac{(\mathbf a\times\mathbf v)\times\mathbf s}{2c^2}. \tag{10}
\]
With \(\mathbf a=q\mathbf E/m\) this is the electric coefficient \(-1\).

## Second derivation: torque in the rest frame and the turning of its axes

This route does not use (4). It starts from the torque law in the inertial frame \(K'(t)\) that moves with the particle at time \(t\) and is reached from the laboratory by a pure boost.

**Larmor part.** Under a boost with small \(\mathbf v\), each index of the field tensor transforms as \(A'^i=A^i-(v_i/c)A^0\), so
\[
F'^{ij}=F^{ij}-\frac{v_i}{c}F^{0j}-\frac{v_j}{c}F^{i0}
=-\epsilon_{ijk}B_k+\frac{v_iE_j-v_jE_i}{c^2}.
\]
Comparison with \(F'^{ij}=-\epsilon_{ijk}B'_k\) gives
\[
\mathbf B'=\mathbf B-\frac{\mathbf v\times\mathbf E}{c^2}. \tag{11}
\]
The torque \(\boldsymbol\mu\times\mathbf B'=(gq/2m)\,\mathbf s\times\mathbf B'\) turns the spin at the rate
\[
\boldsymbol\Omega_L=-\frac{gq}{2m}\mathbf B'=-\frac{gq}{2m}\mathbf B+g\,\frac{q}{2mc^2}\,\mathbf v\times\mathbf E . \tag{12}
\]

**Thomas part.** After a time \(\delta t\) the laboratory velocity is \(\mathbf v+\delta\mathbf v\). The new rest frame can be reached from \(K'(t)\) by a small pure boost, or from the laboratory by the boost with \(\mathbf v+\delta\mathbf v\). The torque law gives the spin components in the first set of axes, while \(\mathbf s\) is defined in the second. The two sets differ by a rotation.

To find it, let \(\mathcal L(\mathbf v)\) be the boost from the laboratory to the rest frame and let \(K_{\mathbf v}\) act as
\[
K_{\mathbf v}(A^0,\mathbf A)=\Big(\frac{\mathbf v\cdot\mathbf A}{c},\ \frac{\mathbf vA^0}{c}\Big).
\]
To second order in velocity, \(\mathcal L(\mathbf v)=1-K_{\mathbf v}+\tfrac12K_{\mathbf v}^2\). The map from components in \(K'(t)\) to components in \(K'(t+\delta t)\) is \(\mathcal L(\mathbf v+\delta\mathbf v)\,\mathcal L(-\mathbf v)\). Write \(K_{\mathbf v+\delta\mathbf v}=K_{\mathbf v}+K_\delta\) and keep first order in \(\delta\mathbf v\). The first-order terms sum to \(-K_\delta\). The second-order terms are
\[
\tfrac12\big(K_{\mathbf v}^2+K_{\mathbf v}K_\delta+K_\delta K_{\mathbf v}\big)+\tfrac12K_{\mathbf v}^2-\big(K_{\mathbf v}+K_\delta\big)K_{\mathbf v}
=\tfrac12\big(K_{\mathbf v}K_\delta-K_\delta K_{\mathbf v}\big).
\]
So
\[
\mathcal L(\mathbf v+\delta\mathbf v)\,\mathcal L(-\mathbf v)\simeq\Big(1+\tfrac12[K_{\mathbf v},K_\delta]\Big)\big(1-K_\delta\big).
\]
The right factor is the small pure boost. The left factor is the rotation. Since \(K_{\mathbf v}K_\delta(0,\mathbf s)=(0,\mathbf v(\delta\mathbf v\cdot\mathbf s)/c^2)\), it changes the spin by
\[
\delta\mathbf s=\frac{\mathbf v(\delta\mathbf v\cdot\mathbf s)-\delta\mathbf v(\mathbf v\cdot\mathbf s)}{2c^2}=\frac{(\delta\mathbf v\times\mathbf v)\times\mathbf s}{2c^2}.
\]
Dividing by \(\delta t\) gives
\[
\boldsymbol\Omega_T=\frac{\mathbf a\times\mathbf v}{2c^2}=\frac{q\,\mathbf E\times\mathbf v}{2mc^2}=-\frac{q}{2mc^2}\,\mathbf v\times\mathbf E . \tag{13}
\]
The sum \(\boldsymbol\Omega_L+\boldsymbol\Omega_T\) is (2) again.

The split also has a form for high speed, \(\boldsymbol\Omega=-(gq/2m\gamma)\mathbf B'+\gamma^2(\mathbf a\times\mathbf v)/[(\gamma+1)c^2]\), with the full transformed field \(\mathbf B'\). It is not derived here. It was tested at \(v/c=0.6\) against the rotation rate computed from (3) and (4), as the numerical output records.

## From the spin equation to the Hamiltonian

Take \(H=\boldsymbol\Omega\cdot\mathbf s\) with \([s_j,s_k]=i\hbar\epsilon_{jkl}s_l\). Then
\[
\frac i\hbar[H,s_k]=\frac i\hbar\,\Omega_j\,i\hbar\,\epsilon_{jkl}s_l=-\epsilon_{jkl}\Omega_js_l=(\boldsymbol\Omega\times\mathbf s)_k .
\]
This uses the commutators alone, and these are the same for every spin; this is why (1) does not depend on \(s\). For a given \(\boldsymbol\Omega\), a further term that leaves the spin equation unchanged must commute with all three spin components, and so it is independent of the spin. For \(s\ge1\), terms quadratic in the spin, such as an electric quadrupole energy, may also exist. They lie outside the BMT equation and must be added separately.

In a central field \(q\mathbf E=-(dV/dr)\,\mathbf r/r\), so
\[
q\,\mathbf v\times\mathbf E=-\frac1r\frac{dV}{dr}\,\mathbf v\times\mathbf r=\frac1r\frac{dV}{dr}\,\mathbf r\times\mathbf v=\frac{1}{mr}\frac{dV}{dr}\,\mathbf L .
\]
Inserting this in the electric part of \(\boldsymbol\Omega\cdot\mathbf s\) gives (1). With \(\mathbf v=\mathbf p/m\) as an operator there is no ordering ambiguity, because a static electric field has no curl.

**Limits in \(g\).** For \(g=2\) the factor is 1, half of the Larmor value. For \(g=1\) the two parts cancel at this order. For \(g=0\) there is no moment and only the Thomas part remains, so the coupling has the opposite sign to that for \(g=2\). For a neutral particle with \(\boldsymbol\mu=\kappa\mathbf s\), the product \(gq/2m=\kappa\) stays finite while \(q\to0\). The electric field then causes no acceleration at this level, and \(\kappa\,\mathbf s\cdot(\mathbf v\times\mathbf E)/c^2\) remains, a pure Larmor term.

**A classical orbit.** On a slow circular orbit of radius \(r\), \(dV/dr=mv^2/r\) and \(L=mrv\), so \(\Omega=(g-1)v^3/(2c^2r)\). Over the period \(2\pi r/v\) the spin turns by
\[
\Delta\varphi=\pi(g-1)\frac{v^2}{c^2}.
\]
At \(v/c=0.03\) and \(g=2\) this is \(\pi\times0.0009=2.83\) mrad per turn, in the sense of the orbital motion. Integration of (3) and (4) over one turn gives 2.828 mrad. For \(g=0\) it gives \(-2.829\) mrad, the Thomas part alone.

## Worked example: the 2p level of hydrogen

Take a fixed point nucleus and the nonrelativistic 2p orbital. With \(V=-e^2/(4\pi\varepsilon_0r)\), \((1/r)\,dV/dr=e^2/(4\pi\varepsilon_0r^3)\). Using \(\hbar/(mc)=\alpha a_0\) and \(e^2/(4\pi\varepsilon_0)=E_ha_0\), the coefficient of \(\mathbf L\cdot\mathbf s/\hbar^2\) for \(g-1=1\) is
\[
A=\frac{\alpha^2}{2}\,E_h\Big\langle\frac{a_0^3}{r^3}\Big\rangle,\qquad
\Big\langle\frac{a_0^3}{r^3}\Big\rangle=\frac1{24}\int_0^\infty x\,e^{-x}dx=\frac1{24}=0.0416667 .
\]
With \(\alpha=0.00729735\), \(A/h=7.2995\) GHz. The angular factor follows from squaring \(\mathbf J=\mathbf L+\mathbf s\):
\[
\frac{\mathbf L\cdot\mathbf s}{\hbar^2}=\frac{j(j+1)-l(l+1)-s(s+1)}2 .
\]
It is \(\tfrac12\) for \(j=\tfrac32\) and \(-1\) for \(j=\tfrac12\), a difference of 1.5. With the free-electron value \(g=2.002319\), the splitting is

- Larmor part: \(2.002319\times7.2995\times1.5=21.924\) GHz;
- Thomas part: \(-7.2995\times1.5=-10.949\) GHz;
- total: 10.975 GHz, or 45.39 μeV.

With \(g=2(1+a)\) one has \(g-1=1+2a\). The anomalous moment raises the Larmor part by the fraction \(a\) but the total by \(2a\), since the Thomas part does not change. Here this is 0.025 GHz. The model leaves out recoil, hyperfine structure, higher relativistic terms and other radiative effects. Recoil enters at the relative order of the electron-to-proton mass ratio, roughly 1/1800, so it is of order 0.01 GHz and not negligible beside the effect of the anomaly. The last digits quoted above are therefore those of the model, not of real hydrogen.

For other spins, keep the orbital, the mass and \(g=2\). A model particle of spin 1 has shifts of \(-14.599\), \(-7.300\) and \(7.300\) GHz for \(j=0,1,2\). For spin \(\tfrac32\) they are \(-18.249\), \(-7.300\) and \(10.949\) GHz for \(j=\tfrac12,\tfrac32,\tfrac52\). Neighbouring levels \(j-1\) and \(j\) are separated by \(Aj\), because \(j(j+1)-(j-1)j=2j\). These shifts are the part linear in the spin only. A quadrupole moment of size \(q(\hbar/mc)^2\) enters at the same order \(1/c^2\), shifts the levels by amounts comparable with \(A\) and breaks this interval rule; for spin 1 and \(Q=-q(\hbar/mc)^2\) it adds \(-2A\), \(+A\) and \(-A/5\) for \(j=0,1,2\).

**A check from the Dirac equation.** For spin \(\tfrac12\), (1) can be compared with the Dirac equation supplemented by a Pauli moment term, which uses neither (4) nor Thomas rotation. For the 2p splitting at nuclear charge \(Z=4\), in units of the prediction of (1) for \(g=2\), diagonalization in a small basis of smooth functions gives \(-1.0006\), \(-0.0003\), \(1.0005\) and \(3.0036\) for \(g=0,1,2,4\). The prediction is \(g-1\). The deviations are at most a few times \((Z\alpha)^2=8.5\times10^{-4}\), the order of the neglected relativistic terms. For \(g\ne2\) the Pauli term is singular at a point nucleus and the smooth basis does not resolve it, so the last digits are not converged: resolving the singular region shifts the value at \(g=4\) by about \(-0.002\), to 3.0015, and those at \(g=0\) and \(g=1\) by about \(-0.0001\). The check therefore supports the factor \(g-1\) at leading order, including the cancellation at \(g=1\), but does not fix the corrections beyond it.

## What each derivation assumes

Both derivations need slow motion, the spin defined by a pure boost, and neglect of field gradients acting on the moment. Both give an equation for the spin. Using \(\boldsymbol\Omega\cdot\mathbf s\) also as the energy that acts back on the orbit is the further assumption that one Hamiltonian governs both.

The first derivation assumes the covariant equation (4) and the Lorentz force (3). Boost geometry enters once, through (6). Equation (4) keeps both \(u_\mu S^\mu\) and \(S_\mu S^\mu\) constant, so the length of \(\mathbf s\) is fixed and its motion must be a rotation. That the two electric coefficients come out equal and opposite is therefore a check of the algebra.

The second assumes the torque law in the rest frame, the field transformation and the composition of boosts. It needs no covariant spin equation, and it takes the acceleration as given, whatever its cause. The two starting points agree: in the rest frame, \(u^\mu=(c,\mathbf 0)\), and the spatial part of (4) is \((gq/2m)\,\mathbf s\times\mathbf B\), the torque law itself.

They part when another force \(\mathbf f\) acts that exerts no torque on the spin in the rest frame. Equation (4) as written then fails, because it has the electromagnetic acceleration built in; form (9), with the actual acceleration, still preserves \(u\cdot S=0\). The second derivation needs no change: (13) gains the term \(\mathbf f\times\mathbf v/(2mc^2)\). If \(\mathbf f\) comes from a central potential energy \(U(r)\), the added spin-orbit energy is
\[
-\frac{1}{2m^2c^2}\frac1r\frac{dU}{dr}\,\mathbf L\cdot\mathbf s .
\]
Its coefficient is \(-1\) for any \(g\). The factor \(g-1\) thus belongs to the case in which the same electric field both accelerates the charge and, seen from the rest frame, acts on the moment.

In the first table of the numerical output, the Larmor and Thomas parts are listed without a factor \(1/\gamma\) that each has in the exact split. In the Larmor part this factor is time dilation; in the Thomas part it comes from the acceleration, which relativistic inertia reduces. The sum of the listed parts therefore differs slightly from the total, here by at most a few times \(v^2/c^2=10^{-4}\).

## Table of computed values

```
Electric coefficient from BMT at v/c = 0.01 (no unit)
  g = 0: Larmor 0.0000, Thomas -1.0001, total -1.0000
  g = 1: Larmor 1.0001, Thomas -1.0001, total -0.0000
  g = 2: Larmor 2.0001, Thomas -1.0001, total 1.0000
  g = 5: Larmor 5.0003, Thomas -1.0001, total 4.0000
Split at v/c = 0.6: largest mismatch below 1e-6: True
Circular orbit, v/c = 0.03: spin angle per turn (mrad)
  g = 0: integrated -2.829, from g-1 -2.829
  g = 2: integrated 2.828, from g-1 2.829
  g = 4: integrated 8.485, from g-1 8.486
Dirac-Pauli 2p splitting, Z = 4, divided by its g = 2 formula value
  g = 0: ratio -1.0006, g-1 = -1
  g = 1: ratio -0.0003, g-1 = 0
  g = 2: ratio 1.0005, g-1 = 1
  g = 4: ratio 3.0036, g-1 = 3
  (Z alpha)^2 = 8.52e-04
Hydrogen 2p, fixed point nucleus
  fine-structure constant = 0.00729735
  free-electron g = 2.00231930, g-1 = 1.00231930
  <r^-3> = 0.0416667 bohr^-3
  L.s coefficient for g-1 = 1: 7.29952 GHz
  L.s difference j=3/2 minus j=1/2: 1.500 hbar^2
  Larmor part of splitting = 21.9240 GHz
  Thomas part of splitting = -10.9493 GHz
  total splitting = 10.9747 GHz
  total splitting = 45.3876 micro-eV
  splitting for g = 2 = 10.9493 GHz
  change from anomalous moment = 25.39 MHz
Model particles, same orbital and mass, g = 2: 2p shifts (GHz)
  s = 0.5: j=0.5: -7.2995, j=1.5: 3.6498
  s = 1.0: j=0.0: -14.5990, j=1.0: -7.2995, j=2.0: 7.2995
  s = 1.5: j=0.5: -18.2488, j=1.5: -7.2995, j=2.5: 10.9493
```
